\section*{Pseudo-arclength continuation through the voltage maximum of thermal breakdown}

\section{Slab, variables and sign conventions}

A dielectric slab of thickness $d$ occupies $-d/2<x<d/2$ and carries a current density $J$ along $x$. The temperature $T$ is steady, symmetric about the midplane and uniform laterally. The thermal conductivity $\kappa$ is constant, and the electrical conductivity is
\begin{equation}
\sigma(T)=\sigma_0e^{a(T-T_0)},\qquad a>0,
\end{equation}
with no dependence on field. Each face, at temperature $T_s$, loses heat $h(T_s-T_0)$ per unit area and time. Here $V$ is the magnitude of the voltage across the slab. Charge conservation makes $J$ independent of $x$, so the field is $J/\sigma$ and the Joule heating is $J^2/\sigma$:
\begin{equation}
\kappa\frac{d^2T}{dx^2}+\frac{J^2}{\sigma(T)}=0,\qquad
V=J\int_{-d/2}^{d/2}\frac{dx}{\sigma(T)} .
\label{eq:heat}
\end{equation}

Set $\theta=a(T-T_0)$ and $\xi=2x/d$, and let a prime mean $d/d\xi$. Since $d^2T/dx^2=4\theta''/(ad^2)$, multiplying the heat equation by $ad^2/(4\kappa)$ gives
\begin{equation}
\theta''+j^2e^{-\theta}=0,\qquad j^2=\frac{ad^2J^2}{4\kappa\sigma_0}.
\label{eq:scaled}
\end{equation}
Symmetry requires $\theta'(0)=0$. At the face, $-\kappa\,dT/dx=h(T_s-T_0)$ becomes
\begin{equation}
\theta'(1)=-B\theta(1),\qquad B=\frac{hd}{2\kappa}.
\end{equation}
With $R=\int_0^1e^{-\theta}d\xi$, the voltage is $V=JdR/\sigma_0$. Define
\begin{equation}
v=V\sqrt{\frac{a\sigma_0}{8\kappa}},\qquad\text{so that}\qquad
v^2=\frac{aJ^2d^2R^2}{8\kappa\sigma_0}=\frac{j^2R^2}{2}.
\label{eq:v}
\end{equation}
At prescribed voltage, $j^2=2v^2/R^2$: warming one layer lowers $R$, which raises the current and with it the heating in every other layer.

\section{Where the voltage turns}

This model can be integrated, which gives a standard against which to judge a numerical scheme. Let $\theta_m$ be the midplane value and try
\begin{equation}
\theta(\xi)=\theta_m+2\ln\cos(y\xi),\qquad 0<y<\pi/2 .
\end{equation}
Then $\theta'=-2y\tan(y\xi)$, $\theta''=-2y^2\sec^2(y\xi)$ and $e^{-\theta}=e^{-\theta_m}\sec^2(y\xi)$. Equation \eqref{eq:scaled} holds if $j^2=2y^2e^{\theta_m}$. An initial-value problem with given $\theta_m$, $j$ and $\theta'(0)=0$ has one solution, so no symmetric state is missed.

The face condition is $2y\tan y=B\theta_s$, where $\theta_s=\theta(1)$. Hence
\begin{equation}
\theta_s=\frac{2y\tan y}{B},\qquad
\theta_m=\theta_s-2\ln\cos y .
\label{eq:temps}
\end{equation}
Also $R=e^{-\theta_m}\tan y/y$. Substitution in $v=jR/\sqrt2$ yields $v=e^{-\theta_m/2}\tan y$. Because $e^{-\theta_m/2}=e^{-\theta_s/2}\cos y$,
\begin{equation}
v(y)=\sin y\,\exp\!\left(-\frac{y\tan y}{B}\right).
\label{eq:curve}
\end{equation}
Its logarithmic derivative is
\begin{equation}
\frac{d\ln v}{dy}=\cot y-\frac{\tan y+y\sec^2y}{B}.
\end{equation}
Setting this to zero and multiplying by $B\tan y$ gives
\begin{equation}
B=\tan y_c\left(\tan y_c+y_c\sec^2y_c\right).
\label{eq:fold}
\end{equation}
The right side rises from zero to infinity on $0<y_c<\pi/2$. For every finite $B>0$ there is therefore one voltage maximum, $v_c=v(y_c)$, with a cold branch before it and a hot branch after it.

Two limits show what sets the maximum. For $B\ll1$, $y_c$ is small and $v\simeq y e^{-y^2/B}$. The maximum is at $y_c^2=B/2$, so
\begin{equation}
v_c\simeq\sqrt{\frac{B}{2e}},\qquad
V_c\simeq\sqrt{\frac{2hd}{ea\sigma_0}} .
\end{equation}
Here $\theta_s\simeq1$, while $\theta_m-\theta_s\simeq y_c^2=B/2$ is small. The slab is nearly isothermal, and $\kappa$ drops out because the faces limit the heat loss.

For perfectly cooled faces, $B\to\infty$, equation \eqref{eq:curve} becomes $v=\sin y$. The voltage approaches a ceiling as $\theta_m\to\infty$ but has no turning point at finite temperature. For large finite $B$, put $\delta=\pi/2-y_c$. Equation \eqref{eq:fold} then gives $B\simeq\pi/(2\delta^3)$, so $\theta_m\simeq-2\ln\delta\simeq\frac23\ln(2B/\pi)$ at the maximum. The turning point recedes slowly as cooling improves.

\section{The naive scheme and its Jacobian}

Divide $0\le\xi\le1$ into equal cells of width $\Delta$. Let the weights $w_i$ be $\Delta$ at interior nodes and $\Delta/2$ at the two ends. Integrating $-\theta''=j^2e^{-\theta}$ over the control volume of each node gives
\begin{equation}
F(\theta,v)=K\theta-j^2g=0,\qquad
g_i=w_ie^{-\theta_i},\quad R=\sum_i g_i,\quad j^2=\frac{2v^2}{R^2}.
\label{eq:discrete}
\end{equation}
The matrix $K$ contains the differences of heat flux and the cooling term:
\begin{equation}
\theta^{\mathsf T}K\theta=\sum_i\frac{(\theta_{i+1}-\theta_i)^2}{\Delta}+B\theta_N^2,
\end{equation}
where $N$ labels the face. It is positive definite for $B>0$.

Ordinary continuation raises $v$, starts from the last state, and solves $A\,\delta\theta=-F$ repeatedly, with $A=\partial F/\partial\theta$ at fixed $v$. From $\partial g_i/\partial\theta_k=-g_i\delta_{ik}$ and $\partial R/\partial\theta_k=-g_k$ follows $\partial j^2/\partial\theta_k=2j^2g_k/R$. Thus
\begin{align}
A&=M-\frac{2j^2}{R}gg^{\mathsf T},\qquad
M=K+j^2\operatorname{diag}(g),\label{eq:A}\\
F_v&=\frac{\partial F}{\partial v}=-\frac{4v}{R^2}g .
\end{align}
$M$ is the Jacobian at fixed current. It is positive definite because heating at fixed current decreases as the material becomes more conductive. The subtracted term is the feedback through the rising current at fixed voltage.

On vectors orthogonal to $g$, the quadratic form of $A$ equals that of $M$ and is positive. Two independent eigenvectors with non-positive eigenvalues would span a plane containing such a vector, a contradiction. So $A$ has at most one non-positive eigenvalue. For constant heat capacity and charge relaxation much faster than heat flow, a small disturbance obeys $W\partial_\tau\delta\theta=-A\delta\theta$ in scaled time $\tau$, with $W=\operatorname{diag}(w)$. A negative eigenvalue of $A$ therefore means that the state is unstable at fixed voltage: a small warming grows, which starts thermal runaway, and a small cooling grows as well. This analysis covers symmetric, laterally uniform disturbances; it does not address filament formation.

\section{Why refining the voltage step cannot help}

Suppose $A\varphi=0$ with $\varphi\ne0$. By \eqref{eq:A},
\begin{equation}
M\varphi=\frac{2j^2}{R}(g^{\mathsf T}\varphi)g .
\end{equation}
The scalar $g^{\mathsf T}\varphi$ cannot vanish, since $M$ is invertible. Hence $\varphi$ is proportional to $z=M^{-1}g$, and the null space has dimension one.

All components of $z$ are positive. If its smallest component $z_i$ were non-positive, the flux differences in $(Kz)_i$, the cooling term and $j^2g_iz_i$ would all be non-positive, contradicting $(Mz)_i=g_i>0$. Choosing $\varphi=z$, we obtain, for $v>0$,
\begin{equation}
\varphi^{\mathsf T}F_v=-\frac{4v}{R^2}g^{\mathsf T}\varphi\ne0 .
\label{eq:transverse}
\end{equation}

Now let $(\dot\theta,\dot v)$ be a tangent to the solution curve, the dot denoting a derivative along it. It satisfies
\begin{equation}
A\dot\theta+F_v\dot v=0 .
\label{eq:tangent}
\end{equation}
Where $A$ is singular, multiplication by $\varphi^{\mathsf T}$ removes the first term because $A$ is symmetric. Equation \eqref{eq:transverse} then forces $\dot v=0$. Conversely, $\dot v=0$ makes $\dot\theta$ a nonzero null vector. The singular matrix and the vertical tangent are the same event, and $d\theta/dv$ does not exist there.

The loss of Newton convergence can be seen by retaining only the displacement $e$ along $\varphi$. Near a quadratic maximum the two states have $e=\pm s$, with $s^2\propto v_c-v$. The scalar model $e^2-s^2=0$ has the Newton map
\begin{equation}
e_{\rm new}=e-\frac{e^2-s^2}{2e}=\frac12\left(e+\frac{s^2}{e}\right).
\label{eq:map}
\end{equation}
Three cases follow.
\begin{itemize}
\item Below the maximum, $e$ keeps its sign. An iteration started on the cold side stays there.
\item At the maximum, $s=0$ and $e_{\rm new}=e/2$. Quadratic convergence is replaced by halving.
\item Above it, put $s^2=-r^2$ and $e=r\cot\alpha$. Then $e_{\rm new}=r\cot2\alpha$, which has no fixed point. The iteration wanders because there is no state to find.
\end{itemize}
Halving the voltage step brings the last cold state closer to the maximum but supplies no step around it. The hot states are not inaccessible to fixed-voltage Newton: a sufficiently good hot guess can converge. What voltage continuation lacks is a route to that guess.

The separation of the branches follows from \eqref{eq:curve}. At $y_c$,
\begin{equation}
q=-\frac{d^2\ln v}{dy^2}
=\csc^2y_c+\frac{2}{B}\sec^2y_c\,(1+y_c\tan y_c)>0 .
\end{equation}
For a small fractional deficit $\varepsilon=1-v/v_c$, we have $\ln(v/v_c)\simeq-\varepsilon$ and therefore $y-y_c\simeq\pm\sqrt{2\varepsilon/q}$. Differentiating \eqref{eq:temps} and using \eqref{eq:fold} gives
\begin{equation}
\left.\frac{d\theta_m}{dy}\right|_{y_c}
=2\cot y_c+2\tan y_c=\frac{4}{\sin2y_c}.
\end{equation}
The difference between the two peak values is, to leading order,
\begin{equation}
\Delta\theta_m\simeq\frac{8}{\sin2y_c}\sqrt{\frac{2\varepsilon}{q}} .
\label{eq:gap}
\end{equation}

\section{Replacing the voltage condition}

The cure is to let $v$ vary and prescribe progress along the curve. Write $X=(\theta,v)$ and use
\begin{equation}
\langle X,Y\rangle=\sum_iw_i\theta_i^X\theta_i^Y+v^Xv^Y .
\end{equation}
The weights keep the length meaningful when the grid is refined. From a known state $X_0$ with unit tangent $t=(\dot\theta,\dot v)$, solve
\begin{equation}
F(X)=0,\qquad \langle t,X-X_0\rangle=\Delta s .
\label{eq:plane}
\end{equation}
The second equation is a plane perpendicular to the old tangent; $\Delta s$ approximates arclength, hence ``pseudo''. Each Newton correction solves
\begin{equation}
\begin{pmatrix}A&F_v\\(W\dot\theta)^{\mathsf T}&\dot v\end{pmatrix}
\begin{pmatrix}\delta\theta\\\delta v\end{pmatrix}
=-\begin{pmatrix}F\\\langle t,X-X_0\rangle-\Delta s\end{pmatrix}.
\label{eq:border}
\end{equation}

This matrix is regular at every state on the curve when $t$ is the tangent there. If $A$ is regular, equation \eqref{eq:tangent} has a one-dimensional solution space. If $A$ is singular, \eqref{eq:transverse} forces $\dot v=0$ and again leaves one direction. At $v=0$, $A=K$ is regular. A null vector of \eqref{eq:border} must therefore be $ct$, and its last row gives $c\langle t,t\rangle=c=0$. By continuity the matrix stays regular for nearby iterates, so a small enough step retains quadratic convergence.

The algorithm is as follows.
\begin{enumerate}
\item Start at $\theta=0$, $v=0$, with tangent $(0,1)$.
\item Start Newton at $X_0$. Since $F(X_0)=0$, the first correction is the tangent predictor $\Delta s\,t$. Iterate \eqref{eq:border} to convergence; on failure, halve $\Delta s$ and retry.
\item At the new state, solve for the next tangent using the old one as the border row and right side $(0,1)^{\mathsf T}$. Normalize it. Its positive projection on the old tangent keeps the march going forward, provided the step is short enough that the tangent turns by less than a right angle.
\item When $\dot v$ changes sign, return to the last state with $\dot v>0$ and find the $\Delta s$ for which the corrected state has $\dot v=0$.
\end{enumerate}

The curve is connected. At fixed $j^2$, solutions of \eqref{eq:discrete} are stationary points of $\frac12\theta^{\mathsf T}K\theta+j^2\sum_iw_ie^{-\theta_i}$. This function has positive definite Hessian $M$ and grows without bound at large $|\theta|$, so each current has one state. Moreover, $d\theta/d(j^2)=M^{-1}g$ is positive at every node. Current or peak temperature would thus also parametrize this particular curve. Arclength does not require knowing such a monotone quantity beforehand, which matters if another conductivity law makes current turn as well.

\section{A slab with $B=1$}

Take the round values $d=20$ mm, $\kappa=0.2$ W/(m\,K), $\sigma_0=10^{-8}$ S/m, $a=0.05$ K$^{-1}$ and $h=20$ W/(m$^2$\,K). Then $B=20(0.02)/(2\times0.2)=1$, and the voltage unit is $56.569$ kV. Equation \eqref{eq:fold} gives $y_c=0.5858$, hence
\begin{equation}
v_c=0.5529\,e^{-0.3887}=0.3748,\qquad
V_c=0.3748\times56.569\ \text{kV}=21.20\ \text{kV}.
\end{equation}
The peak and face rises are $22.84$ K and $15.55$ K, and $J=29.33$ mA/m$^2$. The heat balance confirms the scaling: $JV_c=0.02933\times21203\simeq622$ W/m$^2$, equal to $2h(T_s-T_0)=40\times15.547\simeq622$ W/m$^2$.

The chosen $\sigma_0$ describes a leaky dielectric, and the mean field at the maximum is about $1$ MV/m. With the other values fixed, $V_c\propto\sigma_0^{-1/2}$. At $\sigma_0=10^{-14}$ S/m the formula would therefore give about $1$ GV/m, a field at which electrical breakdown would be expected first and a field-independent conductivity could not be assumed. The fast charge relaxation assumed in the stability argument would also fail. For a relative permittivity of $3$ and a heat capacity of $2\times10^6$ J/(m$^3$\,K), the charge relaxation time is about $3$ ms at $10^{-8}$ S/m but about $3\times10^3$ s at $10^{-14}$ S/m, against a thermal time near $10^3$ s.

The arclength trace crosses the maximum and continues to hotter states at lower voltage. At $20.14$ kV on the cold branch the peak rise is $14.0$ K and the lowest eigenvalue of $W^{-1/2}AW^{-1/2}$ is $0.287$. On the hot branch at $20.71$ kV they are $30.5$ K and $-0.2505$. Current keeps rising through this change of stability.

Voltage continuation, with its step halved at each failure until it is below $1$ V, stops at $21.2012$ kV, about $1.8$ V below the maximum, with a peak rise of $22.42$ K. It is still on the cold branch. Aimed at $V_c$ from the cold state at $0.98V_c$, fixed-voltage Newton has a final step ratio of $0.4999$, as \eqref{eq:map} predicts. From the same state, the arclength steps are $2.7\times10^{-1}$, $8.9\times10^{-3}$, $9.9\times10^{-5}$ and $1.2\times10^{-8}$, followed by one below $10^{-10}$.

For $\varepsilon=0.01$, equation \eqref{eq:gap} with $\sin2y_c=0.921$ and $q=7.27$ gives $\Delta\theta_m=0.455$, or $9.11$ K after division by $a$. The computed gap is $9.14$ K. At $\varepsilon=10^{-4}$ both values are $0.911$ K: a hundredfold smaller deficit gives a tenfold smaller gap.

At $B=1$ the grid error of $v_c$, relative to the closed form, falls fourfold at each doubling from 20 to 80 cells, as expected of a second-order method. At $B=0.01$ the isothermal estimate, $0.04289$, is $0.2\%$ above the computed $0.04282$. At $B=10^6$ the trace does not turn up to $\theta_m=4.134$; the large-$B$ estimate places the turn near $8.9$. The voltage there is computed as $0.9946$, whereas $v=\sqrt{1-e^{-\theta_m}}$ for perfect cooling gives $0.9920$. By \eqref{eq:curve}, the finite value of $B$ changes the exact voltage at this peak temperature by only about one part in $10^5$, so the $0.3\%$ excess is discretization error of the 100-cell grid. This error grows quickly with $\theta_m$, because the resistance collects in a layer at the cooled face whose width, about $\delta/y_c\approx0.007$ at the exact turn, is less than one cell. On this grid the discrete equations give $v\approx1.27$ at $\theta_m=8.9$, above the ceiling $v=1$, and turn only near $\theta_m\approx18.5$ with $v\approx30$. Already at $B=10^3$ they turn near $\theta_m\approx10.5$ instead of $4.3$. The 100-cell trace therefore cannot locate the maximum at large $B$: arclength continuation follows the discrete curve faithfully, but the grid must resolve the face layer. The numerical output below gives the remaining states and comparisons.

\section*{Computed results}
\begin{verbatim}
thickness 20 mm, kappa 0.2 W/(m K), sigma0 1e-08 S/m
a 0.05 1/K, surface cooling h 20 W/(m^2 K), B = 1.000
voltage unit sqrt(8 kappa/(a sigma0)) = 56.569 kV
closed form at maximum: y = 0.585802, v = 0.374819, V = 21.2030 kV
closed form: peak rise 22.843 K, J 29.330 mA/m^2
arclength trace: 200 cells, 31 accepted steps
largest relative voltage error on curve 6.5e-06
largest theta difference, fixed-current Newton 1.5e-12
V (kV) | peak rise (K) | face rise (K) | J (mA/m^2) | lowest eigenvalue
   9.086     1.664     1.111     4.892    0.6863
  20.140    14.003     9.456    18.780    0.2868
  20.713    30.523    20.914    40.388   -0.2505
  17.917    46.864    32.559    72.689   -0.7908
  14.530    63.052    44.381   122.182   -1.3411
  11.387    79.125    56.385   198.073   -1.9079
computed maximum: V = 21.2030 kV, mean field 1.0602 kV/mm
at maximum: peak rise 22.843 K, face rise 15.547 K, J 29.330 mA/m^2
at maximum, smallest singular value: fixed voltage below 1e-6: True, bordered 1.0000
voltage continuation stalls at 21.2012 kV after 10 failures; peak rise 22.422 K
Newton step norms from 0.98 of the maximum voltage (dimensionless):
fixed voltage, 1-5:  1.39e-01 6.50e-02 3.15e-02 1.55e-02 7.71e-03
fixed voltage, 6-10: 3.84e-03 1.92e-03 9.58e-04 4.79e-04 2.39e-04
last fixed-voltage step ratio 0.4999
arclength: 2.7e-01 8.9e-03 9.9e-05 1.2e-08 <1e-10
voltage deficit 1e-02: peak gap 9.1394 K, square-root law 9.1072 K
voltage deficit 1e-04: peak gap 0.9108 K, square-root law 0.9107 K
20 cells: relative error of maximum voltage 1.458e-04
40 cells: relative error of maximum voltage 3.647e-05
80 cells: relative error of maximum voltage 9.118e-06
B = 0.01: maximum v computed 0.042817, closed form 0.042817
B = 0.01: weak-cooling estimate v = 0.042888
B = 10: maximum v computed 0.722443, closed form 0.722390
B = 1e6: no turning up to peak theta 4.134, where v = 0.99464
\end{verbatim}
